# The scissors operator in PAW and its effect on velocities

## What fails without the correction

A common use of a scissors shift is to raise the empty bands by a constant \(\Delta\) before computing an optical spectrum. If the energies are shifted but the velocity matrix elements are left at their old values, each transition loses the fraction \(1-[e_{cv}/(e_{cv}+\Delta)]^2\) of its absorption weight, where \(e_{cv}=e_c-e_v\) is the unshifted transition energy. In the worked example below, a transition of 7.985 eV shifted by 2.721 eV keeps only 56% of its weight. A second fault arises if the shift operator is built from pseudo wavefunctions as though they were orthonormal: the gap then does not open by \(\Delta\).

Both are cured by using the operator \(\Delta\,SP_c\) and the velocity that belongs to the shifted Hamiltonian. Hartree atomic units are used, and bands are counted per spin.

## Setting and conventions

Let \(T\) be the linear PAW map from pseudo to all-electron states, \(|n\rangle=T|\tilde n\rangle\), with
\[
T=1+\sum_i|d_i\rangle\langle p_i|,\qquad |d_i\rangle=|\phi_i\rangle-|\tilde\phi_i\rangle .
\]
Here \(\phi_i\) and \(\tilde\phi_i\) are partial waves and their smooth partners, and \(p_i\) are the projectors. The one-electron Hamiltonian \(H\) becomes \(\tilde H=T^\dagger HT\), and the overlap is \(S=T^\dagger T\). The pseudo states obey
\[
\tilde H|\tilde n\rangle=e_nS|\tilde n\rangle,\qquad \langle\tilde m|S|\tilde n\rangle=\delta_{mn}. \tag{1}
\]
The system has a gap between filled states \(v\) and empty states \(c\). The shift \(\Delta\) is the same for all empty states and all \(k\), and it leaves every empty level above every filled level, also between different \(k\), so the occupations stay as they were.

In a finite basis, let the columns of the square matrix \(C\) be all the eigenvectors. Equation (1) says \(C^\dagger SC=1\). Thus \(C^\dagger S\) is the inverse of \(C\), and the product in the other order is also the identity:
\[
\sum_n|\tilde n\rangle\langle\tilde n|S=1. \tag{2}
\]

## The operator

In all-electron space the shift is \(\Delta\sum_c|c\rangle\langle c|\). Since \(T^\dagger|c\rangle=T^\dagger T|\tilde c\rangle=S|\tilde c\rangle\), its PAW form is
\[
\Delta\sum_cT^\dagger|c\rangle\langle c|T
=\Delta\,S\sum_c|\tilde c\rangle\langle\tilde c|S=\Delta\,SP_c,
\qquad P_c=\sum_c|\tilde c\rangle\langle\tilde c|S. \tag{3}
\]
No separate on-site correction is needed, because the two factors of \(S\) contain it.

The normalization gives \(P_c^2=P_c\). However, \(P_c^\dagger=S\sum_c|\tilde c\rangle\langle\tilde c|\) generally differs from \(P_c\), so the projection is oblique. The product \(SP_c\) is Hermitian, as (3) shows. By (2), \(P_c=1-P_v\), where \(P_v\) is the same sum over filled states. The shifted Hamiltonian is therefore
\[
\tilde H'=\tilde H+\Delta\,S-\Delta\sum_vS|\tilde v\rangle\langle\tilde v|S, \tag{4}
\]
which needs the filled states alone. If a code instead sums over a truncated list of empty states, the states missing from the list are not shifted.

From the normalization, \(P_c|\tilde c\rangle=|\tilde c\rangle\) and \(P_c|\tilde v\rangle=0\). Hence
\[
\tilde H'|\tilde c\rangle=(e_c+\Delta)S|\tilde c\rangle,\qquad
\tilde H'|\tilde v\rangle=e_vS|\tilde v\rangle. \tag{5}
\]
The eigenvectors are those of \(\tilde H\). The density built from the filled states is unchanged too, so the shift does not feed back into a density-dependent potential.

If the factors of \(S\) are dropped, the operator is \(\Delta\sum_{c'}|\tilde c'\rangle\langle\tilde c'|\). Its diagonal element in state \(c\) is \(\Delta\sum_{c'}|\langle\tilde c|\tilde c'\rangle|^2\). This is not \(\Delta\) in general, because plain overlaps of pseudo states are not \(\delta_{cc'}\). The operator can also mix filled and empty states.

Equations (2), (4) and (5) use nothing but a Hermitian, positive definite \(S\), so they hold equally for an ultrasoft overlap.

## Position elements

For a finite system, \(r_{cv}=\langle\tilde c|T^\dagger rT|\tilde v\rangle\). Neither \(T\) nor the vectors depend on \(\Delta\), so \(r_{cv}\) is unchanged.

In a crystal, \(r\) is unbounded and the interband element is defined through the cell-periodic functions \(u_n\), normalized over one cell. For one Cartesian component,
\[
r_{nm}=i\langle u_n|\partial_ku_m\rangle,\qquad n\ne m .
\]
The map acting on cell-periodic functions is \(T_k=e^{-ikr}Te^{ikr}\), so \(u_n=T_k\tilde u_n\). From here on, \(|\tilde n\rangle\) means \(|\tilde u_n\rangle\), and \(H\), \(\tilde H\) and \(S\) are taken at \(k\). The product rule gives \(\partial_ku_m=T_k\partial_k\tilde u_m+(\partial_kT_k)\tilde u_m\), and therefore
\[
r_{nm}=i\langle\tilde n|S|\partial_k\tilde m\rangle+i\langle\tilde n|D|\tilde m\rangle,
\qquad D=T_k^\dagger\partial_kT_k. \tag{6}
\]
The second term carries the on-site dipoles. Differentiating the exponentials gives \(\partial_kT_k=-i[r,T_k]\). The identity in \(T\) commutes with \(r\), so for a single site at \(R\)
\[
[r,T]=\sum_i\Big\{(r-R)|d_i\rangle\langle p_i|-|d_i\rangle\langle p_i|(r-R)\Big\}.
\]
The terms in \(R\) cancel, so the result does not depend on the origin, and every integral is confined to the augmentation sphere. A crystal has a sum of such terms over sites. Also, from \(S=T_k^\dagger T_k\),
\[
D+D^\dagger=\partial_kS. \tag{7}
\]

Equation (5) holds at each \(k\) with the same vectors, so their \(k\) derivatives are the same as well. Every quantity in (6) is independent of \(\Delta\), and \(r_{nm}\) is unchanged.

This comparison uses the same phases before and after the shift. If a solver returns \(e^{i\theta_n(k)}u_n\), then \(r_{nm}\) acquires the factor \(e^{i(\theta_m-\theta_n)}\); the extra term with \(\partial_k\theta_m\) vanishes because \(\langle u_n|u_m\rangle=0\). Moduli can be compared without fixing phases.

A form that avoids differentiating single vectors uses the filled-space projector \(Q=\sum_v|u_v\rangle\langle u_v|\). In \(\langle u_c|\partial_kQ|u_v\rangle\), the terms in which the bra part of \(Q\) is differentiated contain \(\langle u_c|u_{v'}\rangle=0\). What remains is
\[
r_{cv}=i\langle u_c|\partial_kQ|u_v\rangle. \tag{8}
\]

## Velocity in the generalized problem

The velocity operator is \(i[H,r]\), which for cell-periodic functions is \(\partial_kH\). To find its PAW form, differentiate (1):
\[
(\partial_k\tilde H-e_m\partial_kS-S\,\partial_ke_m)|\tilde m\rangle
+(\tilde H-e_mS)|\partial_k\tilde m\rangle=0 .
\]
Project on \(\langle\tilde n|\) and use \(\langle\tilde n|\tilde H=e_n\langle\tilde n|S\):
\[
\langle\tilde n|\partial_k\tilde H-e_m\partial_kS|\tilde m\rangle
+(e_n-e_m)\langle\tilde n|S|\partial_k\tilde m\rangle=\delta_{nm}\partial_ke_m. \tag{9}
\]
For \(n\ne m\), multiply (6) by \(i(e_n-e_m)\). The two factors of \(i\) give a minus sign, and (9) removes the derivative of the vector:
\[
i(e_n-e_m)r_{nm}
=\langle\tilde n|\partial_k\tilde H-e_m\partial_kS|\tilde m\rangle
-(e_n-e_m)\langle\tilde n|D|\tilde m\rangle\equiv v_{nm}. \tag{10}
\]
For \(n=m\) the right side is \(\partial_ke_m\), the band slope. Equation (10) thus defines the whole velocity matrix. It is Hermitian: taking the adjoint exchanges \(e_m\) with \(e_n\) and \(D\) with \(D^\dagger\), and (7) restores the original expression.

**Relation to momentum.** Suppose \(H\) has a local potential. Then \(\partial_kH=p+k\), and
\[
\partial_k\tilde H=(\partial_kT_k)^\dagger HT_k+T_k^\dagger(p+k)T_k+T_k^\dagger H\,\partial_kT_k .
\]
Insert this and (7) into (10). The terms in \(T_k^\dagger\partial_kT_k\) have the energy coefficient \(-e_m-(e_n-e_m)=-e_n\), so
\[
\begin{aligned}
v_{nm}={}&\langle u_n|p+k|u_m\rangle
+\langle(\partial_kT_k)\tilde n|(H-e_m)u_m\rangle\\
&+\langle(H-e_n)u_n|(\partial_kT_k)\tilde m\rangle .
\end{aligned} \tag{11}
\]
The last two terms vanish when \(u_n\) and \(u_m\) are eigenfunctions of \(H\), which a finite basis achieves only approximately. If \(H\) has a nonlocal potential or spin–orbit coupling, \(\partial_kH\) contains more than \(p+k\), and it is the full velocity that enters below.

## Effect of the shift

The derivation of (10) applies unchanged to \(\tilde H'\), provided that \(\partial_k\tilde H'\) includes the derivative of \(\Delta\,SP_c\). The vectors, \(S\) and \(D\) are the same, so for \(n\ne m\)
\[
v'_{nm}=i(e'_n-e'_m)r_{nm}.
\]
For an empty and a filled state this is
\[
v'_{cv}=i(e_{cv}+\Delta)r_{cv}=v_{cv}\,\frac{e_{cv}+\Delta}{e_{cv}}. \tag{12}
\]
The element \(v'_{vc}\) has the same factor by Hermiticity. Between two filled or two empty states the energy difference does not change, so neither does the velocity. The slopes are unchanged because \(\Delta\) does not depend on \(k\).

The added part can be found directly. In all-electron space the shift is \(\Delta(1-Q)\), whose \(k\) derivative is \(-\Delta\,\partial_kQ\). By (8), \(\langle u_c|\partial_kQ|u_v\rangle=-ir_{cv}\), so the extra velocity is \(+i\Delta r_{cv}\), in agreement with (12). It exists because the projector is nonlocal and does not commute with position. The momentum element involves the unchanged vectors and \(p\) alone, so it does not scale.

**Limits.** For \(\Delta\ll e_{cv}\) the factor is \(1+\Delta/e_{cv}\), a small correction. For \(\Delta\gg e_{cv}\) the velocity tends to \(i\Delta r_{cv}\), so the scissors term supplies most of it. If \(e_{cv}\to0\) at finite \(v_{cv}\), then \(r_{cv}=v_{cv}/(ie_{cv})\) diverges and so does \(v'_{cv}\). The division into filled and empty bands is no longer smooth in \(k\) there, and the construction fails. In a metal the division changes abruptly at the Fermi surface, so the construction fails there too, even where \(r_{cv}\) stays finite.

**A shift that depends on \(k\).** If all empty bands move by \(\Delta(k)\), the vectors are still unchanged and (12) holds with the local value \(\Delta(k)\). The slope of each empty band gains \(\partial_k\Delta\). If instead each band has its own shift, \(v'_{nm}=i(e'_n-e'_m)r_{nm}\) still holds for nondegenerate bands, but elements within the empty group then change as well.

## Spectra and the oscillator sum

In the independent-particle approximation, a transition contributes to the imaginary part of the dielectric function in proportion to \(|v'_{cv}|^2/(e_{cv}+\Delta)^2\) at frequency \(e_{cv}+\Delta\). By (12),
\[
\frac{|v'_{cv}|^2}{(e_{cv}+\Delta)^2}=\frac{|v_{cv}|^2}{e_{cv}^2}=|r_{cv}|^2 .
\]
With a constant \(\Delta\), the interband absorption spectrum \(\operatorname{Im}\varepsilon\) therefore moves rigidly by \(\Delta\). Magneto-optical weights contain products such as \(v^x_{vc}v^y_{cv}\). Both factors scale alike, so division by \((e_{cv}+\Delta)^2\) again leaves the product of position elements.

The oscillator sum does change. For a local potential \(\partial_k^2H=1\). Differentiating \(\partial_ke_m=\langle u_m|\partial_kH|u_m\rangle\) once more, and using \(\langle u_n|\partial_ku_m\rangle=v_{nm}/(e_m-e_n)\), gives
\[
\partial_k^2e_m=1+2\sum_{n\ne m}\frac{|v_{nm}|^2}{e_m-e_n}.
\]
The term \(n=m\) drops out because \(\langle u_m|\partial_ku_m\rangle\) is imaginary. Sum over the \(N\) filled bands: pairs of filled bands cancel, since their denominators have opposite signs. Then average over the Brillouin zone, denoted by \(\langle\cdot\rangle_k\). The summed filled energy is periodic in \(k\), so its second derivative averages to zero. With \(|v_{cv}|^2=e_{cv}^2|r_{cv}|^2\),
\[
\Big\langle2\sum_{cv}e_{cv}|r_{cv}|^2\Big\rangle_k=N. \tag{13}
\]
After the shift the same sum is
\[
\Big\langle2\sum_{cv}(e_{cv}+\Delta)|r_{cv}|^2\Big\rangle_k
=N+2\Delta\Big\langle\sum_{cv}|r_{cv}|^2\Big\rangle_k. \tag{14}
\]
The excess is the price of a nonlocal shift, for which \(\partial_k^2H'\ne1\). Unscaled velocities err the other way: their sum, with terms \(2|v_{cv}|^2/(e_{cv}+\Delta)\), lies below \(N\) for \(\Delta>0\). A sum equal to \(N\) is thus not the right check on a scissors calculation. In (13), \(N\) counts every filled state, core states included, and the sum runs over all empty states. A frozen-core code that sums over valence bands alone omits the negative valence-to-core terms, so even its unshifted sum exceeds the number of valence bands; in the model below, band 2 alone gives 1.45 instead of 1.

## Worked example

The model is a one-dimensional crystal with lattice constant 6 bohr and one well \(-2\exp[-(x/0.4)^2]\) hartree per cell, \(x\) in bohr. Two bands are filled. The PAW map has one even and one odd partial wave, both at 0.3 hartree, with an augmentation radius of 1.2 bohr. Each smooth partial wave is a four-term polynomial of the same parity that matches the value and first three derivatives at that radius, and each projector is \([1-(x/1.2)^2]^4\) times the smooth wave, normalized so that \(\langle p_i|\tilde\phi_i\rangle=1\). The pseudo basis has 49 plane waves and the all-electron basis 145. \(\tilde H\) is formed directly as \(T^\dagger HT\), so the example does not test the further on-site approximations of a production code.

At \(k=0.1047\) bohr\(^{-1}\), bands 2 and 3 lie at 0.24971 and 0.54317 hartree, so
\[
e_{cv}=0.54317-0.24971=0.29346\ \text{hartree}\;(7.985\ \text{eV}).
\]
With \(\Delta=0.1\) hartree (2.721 eV) this becomes 0.39346 hartree. Without the factors of \(S\), the gap at this \(k\) opens by 0.0971 hartree, which is 2.9% less than \(\Delta\). The size of this error depends on the smoothing: it runs from 7.2% to 2.0% as the number of matching conditions at the radius goes from two to five. The operator \(SP_c\) was tested against the transformed projector of a separate all-electron diagonalization; the largest difference between matrix elements is \(3\times10^{-10}\).

The velocity element before the shift is 0.6499 a.u., so
\[
|r_{cv}|=\frac{0.6499}{0.29346}=2.215\ \text{bohr}.
\]
Equation (8), evaluated by finite differences for the shifted problem, gives the same value. The on-site term in (6) has modulus 0.0021 bohr, about 0.1% of \(|r_{cv}|\) in this model. This share also depends on the smoothing (0.0147 to 0.0012 bohr for two to five matching conditions) and is no guide to its size in a real material. After the shift,
\[
|v'_{cv}|=0.39346\times2.2147=0.8714\ \text{a.u.},\qquad
\frac{0.39346}{0.29346}=1.3408 .
\]
A finite difference of the complete \(\tilde H'\), inserted in (10), gives the same velocity and ratio. The momentum element stays at 0.6499 a.u., the velocity element between filled bands 1 and 2 stays at 0.2506 a.u., and the slope of band 3 stays at 0.6822 a.u.

With unscaled velocities the retained absorption weight is
\[
\left(\frac{0.29346}{0.39346}\right)^2=0.556,
\]
a loss of 44% relative to the correct weight.

Equation (11) is visible in the basis convergence. The largest difference between velocity and momentum elements among the lowest four bands falls from \(1.4\times10^{-4}\) a.u. with 13 pseudo plane waves to \(6\times10^{-11}\) a.u. with 49.

On a uniform mesh of 16 \(k\) points, the zone average of \(\sum_{cv}|r_{cv}|^2\) is 2.7816 bohr\(^2\). By (14) the shift adds \(2\times0.1\times2.7816=0.5563\) to the oscillator sum. The computed sum is 1.9999 before the shift, against the value 2 required by (13); the small difference is the error of the finite \(k\) mesh, and on 32 points the sum is 2.0000. With the same position elements and the shifted energies it is 2.5563, an excess of 28% over the number of filled bands. The last digits carry the mesh error: on 32 or more points the zone average is 2.7819 bohr\(^2\), the added part 0.5564 and the shifted sum 2.5564. This second value is an evaluation of (14), not a separate test of it. The remaining values are in the numerical output.

## Use in a code

1. Solve (1) and store \(S|\tilde v\rangle\) for the filled states.
2. If the shifted Hamiltonian itself is needed, apply (4). For a spectrum from known eigenvectors it need not be built: by (5), add \(\Delta\) to the empty energies and keep the vectors. The matrix elements must still be treated as in steps 3 and 4.
3. Compute \(v_{nm}\) from the unshifted problem with (10), including \(D\).
4. Either multiply the filled–empty elements by \((e_{cv}+\Delta)/e_{cv}\) and use shifted energies throughout, or form \(r_{cv}=v_{cv}/(ie_{cv})\) with the unshifted energy and use the position form of the response. Doing both counts the correction twice.
5. If \(\partial_k\tilde H'\) has been differentiated with the scissors term included, the factor is already present and must not be applied again.

## Computed values

```
lattice constant: 6.0 bohr
well depth: 2.0 hartree
well width parameter: 0.4 bohr
augmentation radius: 1.2 bohr
partial-wave energy: 0.3 hartree
filled bands per spin: 2
pseudo plane waves: 49
all-electron plane waves: 145
k point: 0.10472 1/bohr
scissors shift Delta: 0.100 hartree
scissors shift Delta: 2.721 eV
band 1 energy before: -0.55965 hartree
band 1 energy after: -0.55965 hartree
band 2 energy before: 0.24971 hartree
band 2 energy after: 0.24971 hartree
band 3 energy before: 0.54317 hartree
band 3 energy after: 0.64317 hartree
band 4 energy before: 1.76861 hartree
band 4 energy after: 1.86861 hartree
e_cv, bands 2 to 3, before: 0.29346 hartree
e_cv, bands 2 to 3, before: 7.985 eV
e_cv after: 0.39346 hartree
gap change if S is left out: 0.09710 hartree
largest element of P_c - P_c^+: 0.0622
operator error against all-electron: 3.3e-10
|r_cv| before: 2.21468 bohr
|r_cv| after: 2.21468 bohr
|<c|D|v>|, on-site part: 0.00214 bohr
|p_cv| before: 0.64991 a.u.
|p_cv| after: 0.64991 a.u.
|v_cv| before: 0.64991 a.u.
|v_cv| after: 0.87138 a.u.
velocity ratio found: 1.34077
(e_cv + Delta)/e_cv: 1.34077
|v| bands 1-2 before: 0.25061 a.u.
|v| bands 1-2 after: 0.25061 a.u.
slope of band 3 before: 0.68224 a.u.
slope of band 3 after: 0.68224 a.u.
absorption weight kept if v is unscaled: 0.5563
max |v-p|, 13 pseudo waves: 1.4e-04 a.u.
max |v-p|, 49 pseudo waves: 6.4e-11 a.u.
sum |r_cv|^2 at k, from elements: 5.19356 bohr^2
sum |r_cv|^2 at k, from overlaps: 5.19357 bohr^2
zone average of sum |r_cv|^2: 2.78162 bohr^2
oscillator sum before: 1.99994
oscillator sum after: 2.55627
```
